# The electrostatic energy step across a neutral dipole layer, part 1

(Sections cited here and not found follow in the second part.)

## First half: the laterally averaged potential

A layer of charge repeats periodically in the \( xy \) plane, as a crystal surface or an ordered film of molecules does. One cell of the pattern has area \( A \). The density \( \rho(x,y,z) \) contains all charge, nuclei and electrons alike. Along \( z \) it is confined: far above and far below the layer there is vacuum, and the tails of \( \rho \) fall off fast enough for \( \int |z|\,|\rho|\,dz \) to be finite. Exponential tails of electron densities satisfy this.

Three further assumptions are made. The charge in each cell sums to zero, there is no electric field far below the layer, and the field is periodic in the plane with no uniform lateral part. The \( z \) component of the dipole moment of one cell is

\[ p = \int_{\text{cell}} z\,\rho(x,y,z)\,dx\,dy\,dz , \]

where the integral runs over one cell in the plane and over all \( z \). It is positive when positive charge lies on the upper side. The electrostatic potential is \( \varphi \), the field is \( \mathbf{E} = -\nabla\varphi \), and \( e > 0 \) is the elementary charge, so that an electron has charge \( -e \).

General formulas keep the vacuum permittivity \( \varepsilon_0 \). Numbers are in Hartree atomic units, where \( e = 1 \) and \( 4\pi\varepsilon_0 = 1 \), so that \( 1/\varepsilon_0 = 4\pi \). The unit of length is then the bohr and that of potential the hartree per elementary charge.

The numerical example is a model with round parameters. A square cell of side \( a = 8 \) bohr, hence \( A = 64 \) bohr², holds two spherical Gaussian charges, one above the other. The upper one has charge \( +q = +0.2\,e \), height \( +0.75 \) bohr and standard deviation 0.8 bohr. The lower one has charge \( -q \), height \( -0.75 \) bohr and standard deviation 1.0 bohr.

### (a) Reduce the problem to one dimension

Define the planar averages

\[ \bar\varphi(z) = \frac{1}{A}\int_{\text{cell}} \varphi\,dx\,dy , \qquad \bar\rho(z) = \frac{1}{A}\int_{\text{cell}} \rho\,dx\,dy . \]

Find the equation that connects them.

**Solution.** Poisson's equation is

\[ \frac{\partial^2\varphi}{\partial x^2} + \frac{\partial^2\varphi}{\partial y^2} + \frac{\partial^2\varphi}{\partial z^2} = -\frac{\rho}{\varepsilon_0} . \]

Integrate it over one cell at fixed \( z \) and divide by \( A \). The first two terms form the divergence of the two-dimensional vector \( \nabla_\parallel\varphi = (\partial_x\varphi, \partial_y\varphi) \). The divergence theorem in the plane turns their integral into an integral along the boundary of the cell:

\[ \int_{\text{cell}} \nabla_\parallel\cdot\nabla_\parallel\varphi\,dx\,dy = \oint \mathbf{n}\cdot\nabla_\parallel\varphi\,dl = 0 . \]

It vanishes because opposite edges carry the same \( \nabla_\parallel\varphi \), by periodicity, but opposite outward normals \( \mathbf{n} \). In the third term the derivative with respect to \( z \) can be taken outside the integral over \( x \) and \( y \). What remains is

\[ \frac{d^2\bar\varphi}{dz^2} = -\frac{\bar\rho(z)}{\varepsilon_0} . \]

No approximation has been made. The layer may be strongly structured in the plane; the structure drops out of the equation for the average. In the same notation the dipole moment per area is

\[ m \equiv \frac{p}{A} = \int_{-\infty}^{\infty} z\,\bar\rho(z)\,dz . \]

### (b) Find the averaged field, and the role of neutrality

Determine \( \bar E(z) = -d\bar\varphi/dz \). What does neutrality imply far above the layer, and what happens without it?

**Solution.** Since \( d\bar E/dz = -d^2\bar\varphi/dz^2 = \bar\rho/\varepsilon_0 \), and the field vanishes far below, one integration gives

\[ \bar E(z) = \frac{1}{\varepsilon_0}\int_{-\infty}^{z}\bar\rho(z')\,dz' . \]

The field at height \( z \) is the charge per area lying below \( z \), divided by \( \varepsilon_0 \). Far above the layer this is the whole charge per area,

\[ \sigma = \int_{-\infty}^{\infty}\bar\rho(z)\,dz , \]

which is zero for a neutral layer. The field therefore vanishes on both sides, and the averaged potential has a definite constant value on each side. This is what makes it meaningful to speak of a step.

If \( \sigma \neq 0 \), a field \( \sigma/\varepsilon_0 \) persists above the layer, and the potential keeps changing linearly with height. As an illustration, add \( 0.02\,e \) per cell to the upper charge of the example, and keep the field below at zero. The field above is then

\[ 4\pi\,\frac{0.02}{64} = 0.003927 \ \text{hartree/(e bohr)} , \]

and over 5 bohr the potential should fall by \( 5\times 0.003927 = 0.019635 \) hartree/e. Numerical integration gives 0.022580 hartree/e at \( z = 10 \) bohr and 0.002945 hartree/e at \( z = 15 \) bohr, a fall of 0.019635 hartree/e. The difference between "above" and "below" then depends on where one measures, so no single number describes it.

### (c) Find the potential difference across the layer

Express \( \Delta\varphi = \bar\varphi(+\infty) - \bar\varphi(-\infty) \) through the dipole moment. Check the answer on two thin, oppositely charged sheets.

**Solution.** Choose the zero of potential far below the layer. Then \( \bar\varphi(z) \) is minus the integral of the field from below:

\[ \bar\varphi(z) = -\int_{-\infty}^{z}\bar E(z'')\,dz'' = -\frac{1}{\varepsilon_0}\int_{-\infty}^{z}dz''\int_{-\infty}^{z''}dz'\,\bar\rho(z') . \]

The double integral covers all pairs with \( z' < z'' < z \). Do the integral over \( z'' \) first. For a given \( z' \) it runs from \( z' \) to \( z \), and since the integrand does not depend on \( z'' \), it gives the factor \( z - z' \):

\[ \bar\varphi(z) = -\frac{1}{\varepsilon_0}\int_{-\infty}^{z}(z - z')\,\bar\rho(z')\,dz' . \]

Now let \( z \) lie above all the charge, so that the upper limit can be moved to infinity. Splitting the bracket gives

\[ \bar\varphi(z) = -\frac{z}{\varepsilon_0}\int_{-\infty}^{\infty}\bar\rho(z')\,dz' + \frac{1}{\varepsilon_0}\int_{-\infty}^{\infty}z'\,\bar\rho(z')\,dz' . \]

The first integral is \( \sigma = 0 \). The second is \( m = p/A \). Hence

\[ \Delta\varphi = \frac{m}{\varepsilon_0} = \frac{p}{\varepsilon_0 A} . \]

For the check, let a thin sheet with charge per area \( -\sigma_0 \) lie at \( z = 0 \) and one with \( +\sigma_0 \) at \( z = d \). By part (b) the field between them is \( -\sigma_0/\varepsilon_0 \), pointing down from the positive to the negative sheet, and it is zero elsewhere. Going up through the distance \( d \) raises the potential by \( \sigma_0 d/\varepsilon_0 \). The dipole moment per area is \( \sigma_0 d - \sigma_0\cdot 0 = \sigma_0 d \), so the two results agree in size and in sign. The layer acts as a charged parallel-plate capacitor: all of the potential change happens inside, and none of the field leaks out on average.

### (d) What does the step depend on?

Show that the step does not depend on the choice of origin. Test its independence of the shape of the layer on an example. Then find how the result changes if a uniform external field \( E_0 \), directed along \( z \), is present on both sides.

**Solution.** Measure heights from a new origin, so that \( z \) is replaced by \( z + c \) with a constant \( c \). The moment becomes

\[ \int (z + c)\,\bar\rho\,dz = \int z\,\bar\rho\,dz + c\int\bar\rho\,dz = m + c\,\sigma = m , \]

because \( \sigma = 0 \). For a charged layer the term \( c\,\sigma \) would survive, and "the dipole moment" would have no value of its own.

The formula contains \( \bar\rho \) through its first moment alone. Two neutral layers with the same \( m \) have the same step, however different their profiles are. As a test, take a layer built of three smeared planes in the same cell, with charges \( +0.3 \), \( -0.5 \) and \( +0.2\,e \) at heights \( -2.0 \), \( 0.5 \) and \( 3.0 \) bohr. The charges sum to zero, and

\[ p = 0.3\,(-2.0) - 0.5\,(0.5) + 0.2\,(3.0) = -0.25 \ \text{e bohr} . \]

Each plane is symmetric about its own height, so its width does not enter \( p \). The formula gives

\[ \Delta\varphi = 4\pi\,\frac{-0.25}{64} = -0.049087 \ \text{hartree/e} , \]

and integrating the averaged Poisson equation numerically gives the same value. The test was also passed with the whole layer moved up by 4 bohr. This layer has positive charge on both outer sides, so its step cannot be read off from the sign of the outermost charge. The moment decides.

For the external field, multiply the averaged Poisson equation by \( z \) and integrate between a height \( z_1 \) below the layer and \( z_2 \) above it. The right side gives \( -m/\varepsilon_0 \). On the left, integrate by parts:

\[ \int_{z_1}^{z_2} z\,\frac{d^2\bar\varphi}{dz^2}\,dz = \left[ z\,\frac{d\bar\varphi}{dz}\right]_{z_1}^{z_2} - \left[\bar\varphi\right]_{z_1}^{z_2} . \]

Outside the layer \( d\bar\varphi/dz = -E_0 \), so the first bracket equals \( -E_0(z_2 - z_1) \). Setting the two sides equal and solving for the potential difference gives

\[ \bar\varphi(z_2) - \bar\varphi(z_1) = \frac{m}{\varepsilon_0} - E_0\,(z_2 - z_1) . \]

The step of part (c) is recovered for \( E_0 = 0 \). Otherwise the linear drop of the external field is superposed, and the step is the offset between the two straight lines when both are extended to a common height. The moment \( m \) is then the one the layer has in the presence of the field, including any charge the field has displaced.

### (e) Turn the potential into an electron energy

By how much does the electrostatic energy of an electron change from far below to far above? Write the result in atomic units, and evaluate it for the two Gaussian charges.

**Solution.** A charge \( Q \) has the energy \( Q\varphi \). For an electron \( Q = -e \), so its energy \( U \) changes by

\[ \Delta U = -e\,\Delta\varphi = -\frac{e\,p}{\varepsilon_0 A} . \]

The size of the step is elementary charge times dipole moment per area divided by vacuum permittivity. The sign depends on the particle. A positive charge has a higher energy on the side towards which the dipole points, since it has to be pushed against the field inside the layer. An electron has a lower energy there.

To convert, write \( p = \tilde p\,e a_0 \) and \( A = \tilde A\,a_0^2 \), where \( a_0 \) is the bohr and \( \tilde p \), \( \tilde A \) are pure numbers. Then

\[ \frac{e\,p}{\varepsilon_0 A} = \frac{e^2}{\varepsilon_0 a_0}\,\frac{\tilde p}{\tilde A} = 4\pi\,\frac{e^2}{4\pi\varepsilon_0 a_0}\,\frac{\tilde p}{\tilde A} , \]

and \( e^2/(4\pi\varepsilon_0 a_0) \) is one hartree. In atomic units, therefore, \( \Delta U = -4\pi p/A \). The factor \( 4\pi \) comes entirely from the value of \( \varepsilon_0 \) in these units.

In the example

\[ p = 0.2\,(0.75) - 0.2\,(-0.75) = 0.30 \ \text{e bohr} , \qquad \frac{p}{A} = \frac{0.30}{64} = 0.0046875 \ \text{e/bohr} , \]

\[ \Delta U = -4\pi\,(0.0046875) = -0.058905 \ \text{hartree} . \]

Evaluated with SI constants, the same step is \( -1.603 \) eV. A modest charge separation, two tenths of an elementary charge over 1.5 bohr in each cell, thus makes the electrostatic energy of an electron differ by more than an electronvolt between the two sides.

### (f) Follow the potential through the layer

Calculate the averaged field of the example at \( z = 0 \). Numerically the potential there is 0.031659 hartree/e, which is more than half of the full step. Why?

**Solution.** By part (b) we need the charge below \( z = 0 \). The fraction of a Gaussian lying below a point that is \( t \) standard deviations above its centre is the normal distribution function \( \Phi(t) \). The lower charge has its centre \( 0.75/1.0 = 0.75 \) standard deviations below the plane, so the fraction \( \Phi(0.75) = 0.7734 \) of it counts. The upper charge has its centre \( 0.75/0.8 = 0.9375 \) standard deviations above the plane, and \( \Phi(-0.9375) = 0.1743 \) of it counts. Hence

\[ \bar E(0) = 4\pi\,\frac{0.2}{64}\,(0.1743 - 0.7734) = -0.02353 \ \text{hartree/(e bohr)} , \]

in agreement with the integrated value \( -0.023527 \). Thin sheets with the same charges would give \( -4\pi\,(0.2/64) = -0.03927 \). The smeared charges overlap and give a weaker field, which extends over a greater height; the step is the same.

For the potential, the formula of part (c) at \( z = 0 \) reads

\[ \bar\varphi(0) = \frac{1}{\varepsilon_0}\int_{-\infty}^{0} z\,\bar\rho\,dz . \]

Half the step is \( \frac{1}{2\varepsilon_0} \) times the integral of \( z\bar\rho \) over both half-lines. Subtracting it leaves

\[ \bar\varphi(0) - \frac{\Delta\varphi}{2} = \frac{1}{2\varepsilon_0}\left[\int_{-\infty}^{0} z\,\bar\rho\,dz - \int_{0}^{\infty} z\,\bar\rho\,dz\right] = -\frac{1}{2\varepsilon_0}\int_{-\infty}^{\infty}|z|\,\bar\rho\,dz . \]

The two centres are equally far from \( z = 0 \), but the negative charge is wider. Widening a Gaussian about a fixed centre raises its mean \( |z| \), because \( |z| \) is a convex function. The negative charge therefore dominates the last integral, which is negative, and the midpoint potential lies above half the step. The excess is \( 0.031659 - 0.029452 = 0.002207 \) hartree/e. With equal widths it would be zero. At \( z = +4 \) bohr the potential has reached 0.058905 hartree/e, the full step to the digits given.

## Second half: local potential, finite layers and periodic cells

The symbols carried over are these. A neutral layer, periodic in the plane with cell area \( A \), has the dipole moment \( p \) per cell and \( m = p/A \) per area, positive when positive charge lies on top. With no field outside, its laterally averaged potential \( \bar\varphi \) rises from far below to far above by \( \Delta\varphi = p/(\varepsilon_0 A) \), and an electron's energy changes by \( \Delta U = -e\,\Delta\varphi \). In atomic units \( 1/\varepsilon_0 = 4\pi \). The example has a square cell of side \( a = 8 \) bohr with Gaussian charges \( \pm q = \pm 0.2\,e \) at heights \( \pm d/2 \), where \( d = 1.5 \) bohr, and its step is \( \Delta\varphi = 0.058905 \) hartree/e. Parts (g) and (h) use atomic units throughout.

### (g) Does the average describe the potential at a point?

The potential at a given point of the cell generally differs from the average over the cell. Find how the potential varies laterally in the vacuum. For the example, calculate the difference between the potential above the charges and that above the centre of the cell, midway between four sites.

The laterally averaged potential of a neutral periodic layer with no field outside changes by \( p/(\varepsilon_0 A) \) from far below to far above, whatever the shape of the charge profile. Still to come are the answer to the question just posed about the potential at a point, and the treatment of finite patches, cells periodic along \( z \), and the work functions of a slab.
